# Why heavy ions in light targets have small relative range spread

**Question.** A beam of heavy ions enters a target of light atoms, and the depths at which the ions stop are spread by a small fraction of their mean. One possible reason is that each elastic collision removes a small part of the ion's energy. Is that reason sufficient, and how does the relative spread depend on the mass ratio?

**Answer.** The reason is sufficient for the length of the ion's path, but not for its depth. A light ion in a heavy target also loses a small part of its energy per collision, yet its depth is widely spread, because collisions turn it around. The heavy ion has a narrow depth distribution because both its fractional losses and its deflections are small. Both follow from the small mass ratio.

## What one collision can do

An ion of mass $M_1$ and energy $E$ hits an atom of mass $M_2$ at rest and gives it energy $T$. Let $\mu=M_2/M_1$ and $t=T/E$, and let $\phi$ be the ion's deflection in the laboratory. The ion's momentum is $p$ before and $p'$ after the collision, with $p^2=2M_1E$ and $p'^2=2M_1(E-T)$. The atom takes up the difference of the two momentum vectors, so

$$2M_2T=p^2+p'^2-2pp'\cos\phi .$$

Division by $2M_1E$ gives $\mu t=2-t-2\sqrt{1-t}\,\cos\phi$, or

$$\cos\phi=\frac{1-(1+\mu)t/2}{\sqrt{1-t}} .$$

The condition $\cos^2\phi\le1$ reads $1-(1+\mu)t+(1+\mu)^2t^2/4\le 1-t$. Cancelling 1 and dividing by $t$ leaves

$$t\le\gamma=\frac{4\mu}{(1+\mu)^2}.$$

This limit is unchanged when the two masses are exchanged. The deflection has no such symmetry. With $s=\sqrt{1-t}$,

$$\cos\phi=\frac12\left[\frac{1-\mu}{s}+(1+\mu)s\right].$$

For $\mu<1$ both terms are positive, so their arithmetic mean is at least their geometric mean: $\cos\phi\ge\sqrt{1-\mu^2}$. The largest deflection is therefore $\arcsin\mu$. For $\mu>1$ a head-on collision reverses the ion.

## From lumps of energy to a spread of path lengths

The target is taken as infinite, random and made of one kind of atom, and only elastic losses are counted. The scattering follows a power law,

$$d\sigma=C\,E^{-2m}\,t^{-1-m}\,dt,\qquad 0<t<\gamma,\quad 0<m<1,$$

where $C$ is constant for a given ion and target. The mean loss and the mean square loss are governed by

$$S=\int T\,d\sigma=\frac{C\gamma^{1-m}}{1-m}E^{1-2m},\qquad
W=\int T^2d\sigma=\frac{C\gamma^{2-m}}{2-m}E^{2-2m}.$$

Soft collisions are infinitely many in this law, but both integrals converge: those with $t<\kappa\gamma$ supply a fraction $\kappa^{1-m}$ of $S$ and the smaller fraction $\kappa^{2-m}$ of $W$. They act mainly as a smooth loss, which still affects the relative spread through $S$.

The ratio $W/S$ is the size of a typical lump of energy, each collision being weighted by its loss. Relative to the ion's energy it is

$$q=\frac{W}{SE}=\frac{1-m}{2-m}\,\gamma .$$

The ion thus loses most of its energy in roughly $1/q$ effective lumps, and a relative variance of order $q$ is to be expected. The prefactor follows from adding the independent fluctuations. With $N$ atoms per unit volume, collisions in a path element $dR$ are Poisson distributed, so the variance of the energy lost there is $NW\,dR$. An excess loss $\delta T$ at energy $E'$ shortens the remaining path by $\delta T/(NS)$. Since $dR=dE'/(NS)$,

$$\sigma_R^2\simeq\int_0^E\frac{NW}{(NS)^3}\,dE'
=\frac{(1-m)^3\gamma^{2m-1}}{(2-m)N^2C^2}\int_0^E E'^{\,4m-1}dE'
=\frac{(1-m)^3\gamma^{2m-1}E^{4m}}{4m(2-m)N^2C^2}.$$

The mean path in the same approximation is

$$R\simeq\int_0^E\frac{dE'}{NS}=\frac{(1-m)\gamma^{m-1}E^{2m}}{2mNC}.$$

Dividing the variance by $R^2$ gives

$$\frac{\sigma_R^2}{R^2}\simeq mq=\frac{m(1-m)}{2-m}\,\gamma .$$

Density, energy and the strength $C$ have cancelled. Within the power law, a stronger interaction shortens the path and its spread in the same proportion. What counts is the loss relative to the ion's energy.

## The path moments without the small-loss approximation

Let $R_n(E)$ be the mean of the $n$th power of the path length. Over a short first step $\delta x$ the ion either makes no collision or continues with energy $E-T$. To first order in $\delta x$,

$$R_n(E)=R_n(E)+n\,\delta x\,R_{n-1}(E)-N\delta x\int d\sigma\,[R_n(E)-R_n(E-T)],$$

and hence

$$N\int d\sigma\,[R_n(E)-R_n(E-T)]=nR_{n-1}(E),\qquad R_0=1.$$

The bracket vanishes in proportion to $T$, so the integral converges despite the infinite number of soft collisions. The trial form $R_n=A_nE^{2mn}$ gives the same power of $E$ on both sides. With

$$I_n=\int_0^\gamma t^{-1-m}\left[1-(1-t)^{2mn}\right]dt,$$

the coefficients are $A_1=1/(NCI_1)$ and $A_2=2/(N^2C^2I_1I_2)$. Therefore

$$\frac{\sigma_R^2}{R_1^2}=\frac{A_2}{A_1^2}-1=\frac{2I_1}{I_2}-1 .$$

For $m=1/2$ the integrals are $I_1=2\sqrt\gamma$ and $I_2=4\sqrt\gamma-\tfrac23\gamma^{3/2}$, so that

$$\frac{\sigma_R^2}{R_1^2}=\frac{1}{1-\gamma/6}-1=\frac{\gamma}{6-\gamma}.$$

For general $m$ and small $\gamma$, define $G_1=\gamma^{1-m}/(1-m)$ and $G_2=\gamma^{2-m}/(2-m)$, whose ratio $G_2/G_1$ is $q$. The expansion $1-(1-t)^p=pt-\tfrac12p(p-1)t^2+\dots$ gives

$$I_1\simeq2mG_1\left[1-\tfrac{2m-1}{2}q\right],\qquad I_2\simeq4mG_1\left[1-\tfrac{4m-1}{2}q\right].$$

Hence $2I_1/I_2\simeq1+mq$, in agreement with the sum of independent losses.

## Depth: the part that small losses do not explain

Let $\eta$ be the cosine of the angle between the ion's direction and a fixed $x$ axis. The mean displacement along $x$ must be proportional to $\eta$, and the mean square contains Legendre polynomials of order 0 and 2:

$$\langle x\rangle=\eta X(E),\qquad\langle x^2\rangle=A(E)+B(E)P_2(\eta).$$

The first-step argument applies again, with the step now contributing $\eta\,\delta x$. After a collision, averaging over azimuth replaces $P_l(\eta)$ by $P_l(\cos\phi)P_l(\eta)$, by the addition theorem. The first moment gives

$$N\int d\sigma\,[X(E)-\cos\phi\,X(E-T)]=1 .$$

In the second moment the source is $2\eta\langle x\rangle=2\eta^2X=\tfrac23X+\tfrac43XP_2(\eta)$, so

$$N\int d\sigma\,[A(E)-A(E-T)]=\tfrac23X,$$

$$N\int d\sigma\,[B(E)-P_2(\cos\phi)B(E-T)]=\tfrac43X.$$

Again $X\propto E^{2m}$ and $A,B\propto E^{4m}$. Define

$$J_1=\int_0^\gamma t^{-1-m}[1-\cos\phi\,(1-t)^{2m}]dt,\qquad K_0=I_2,$$

$$K_2=\int_0^\gamma t^{-1-m}[1-P_2(\cos\phi)(1-t)^{4m}]dt .$$

Then $X=E^{2m}/(NCJ_1)$, $A/X^2=2J_1/(3K_0)$ and $B/X^2=4J_1/(3K_2)$. For a beam along $x$, $\eta=1$ and the relative variance of depth is

$$\frac{\sigma_x^2}{X^2}=J_1\left(\frac{2}{3K_0}+\frac{4}{3K_2}\right)-1 .$$

For an axis perpendicular to the beam, $\eta=0$, the mean is zero and $P_2(0)=-\tfrac12$. The lateral variance per axis is

$$\frac{\sigma_y^2}{X^2}=\frac{A-B/2}{X^2}=\frac{2J_1}{3}\left(\frac1{K_0}-\frac1{K_2}\right).$$

## Heavy ion, light target

For $\mu\ll1$ every $t$ is at most about $4\mu$. Expanding $\cos\phi$ to second order in these small quantities gives

$$1-\cos\phi\simeq\frac{\mu t}{2}-\frac{t^2}{8}=\frac{t(4\mu-t)}{8}.$$

Let $D$ be the integral of $t^{-1-m}(1-\cos\phi)$, which is $\mu G_1/2-G_2/8$, and let $d=D/(2mG_1)$. Using $q\simeq4\mu(1-m)/(2-m)$,

$$d=\frac{\mu}{4m}\left[1-\frac{1-m}{2-m}\right]=\frac{\mu}{4m(2-m)} .$$

To this order $J_1\simeq I_1+D$. Since $1-P_2(\cos\phi)=\tfrac32(1-\cos^2\phi)\simeq3(1-\cos\phi)$, also $K_2\simeq K_0+3D$. In relative terms, $J_1$ is raised by $d$ and $K_2$ by $\tfrac32d$. The two parts of the mean square become

$$\frac{2J_1}{3K_0}\simeq\tfrac13(1+mq+d),\qquad
\frac{4J_1}{3K_2}\simeq\tfrac23\left(1+mq-\tfrac12d\right).$$

Their sum is $1+mq$: the terms in $d$ cancel. Thus

$$\frac{\sigma_x^2}{X^2}\simeq\frac{m(1-m)}{2-m}\gamma\simeq\frac{4m(1-m)}{2-m}\,\mu .$$

Deflection makes the mean depth shorter than the path by the fraction $d$, but at first order in $\mu$ it adds nothing to the relative variance of depth. It appears at first order in the lateral variance,

$$\frac{\sigma_y^2}{X^2}\simeq\frac23\,\frac{2mG_1\,(3D)}{(4mG_1)^2}=\frac d2=\frac{\mu}{8m(2-m)} .$$

## Light ion, heavy target

For $\mu\gg1$, $\gamma\simeq4/\mu$ is again small, and so is the relative path spread. Put $t=\gamma s$ with $0<s<1$. Now $\cos\phi\to1-2s$, which covers all angles however small $\gamma$ is. The leading integrals are

$$J_1\simeq\gamma^{-m}\int_0^1 2s^{-m}ds=\frac{2\gamma^{-m}}{1-m},\qquad K_0\simeq\frac{4m\gamma^{1-m}}{1-m}.$$

In $K_2$ the bracket tends to $6s(1-s)$, so $J_1/K_2$ stays finite. The growing term is

$$\frac{\sigma_x^2}{X^2}\simeq\frac{2J_1}{3K_0}=\frac{1}{3m\gamma}\simeq\frac{\mu}{12m}.$$

The ion forgets its direction long before it has lost its energy, and then wanders. Its mean depth is set by the early loss of direction, its spread by the whole wandering path. This result is for an infinite medium, where ions that return past the starting plane are counted; a real surface would let them escape.

For $m=1/2$ the relative path spread $\sigma_R/R_1$ is largest at equal masses, 0.447, and falls on both sides. The relative depth spread $\sigma_x/X$ is 0.081 at $\mu=0.01$, 0.52 at $\mu=1$ and 0.93 at $\mu=5$. It rose at every step of a test at 41 mass ratios from 0.01 to 100.

## Ytterbium in beryllium at 100 keV

This pair has $\mu=0.0521$ and $\gamma=0.188$. One collision can take up to 18.8 keV at the start, which is small only in comparison with 100 keV, and can turn the ion by at most 3.0°.

For absolute lengths the cross section is written as $d\sigma=\pi a^2\lambda x^{-1-2m}dx$, with $x=\varepsilon\sqrt{t/\gamma}$. The screening length is $a=0.8853\,a_0/(Z_1^{2/3}+Z_2^{2/3})^{1/2}=0.01061$ nm, where $a_0$ is the Bohr radius, and the reduced energy is

$$\varepsilon=\frac{E\,a\,M_2}{Z_1Z_2e^2(M_1+M_2)}=0.130,$$

with $e^2$ in Gaussian form. Because $dx/x=dt/(2t)$, this is the power law above with $CE^{-2m}=\tfrac12\pi a^2\lambda(\gamma/\varepsilon^2)^m$. For $m=1/2$ the coefficient is taken as $\lambda=0.327$, and $I_1=2\sqrt\gamma$. With an assumed density of 1.85 g/cm³, or $N=123.6$ nm$^{-3}$, the mean path is

$$R_1=\frac{\varepsilon}{N\pi a^2\lambda\gamma}
=\frac{0.1302}{123.6\,\pi\,(0.01061)^2(0.327)(0.1882)}\ \text{nm}\approx48.4\ \text{nm}.$$

The relative path spread is $\sqrt{0.1882/(6-0.1882)}=0.180$. The projected moments give a mean depth of 47.6 nm and a relative depth spread of 0.181, hence $\sigma_x=0.181\times47.6=8.6$ nm (86 Å). The leading law gives $\sqrt{0.1882/6}=0.177$, about 2% lower. The depth is 1.7% shorter than the path, as $d=\mu/3$ predicts, and the lateral spread is 4.5 nm per axis. With $m=1/3$ the depth is 46.0 nm and the relative spread 0.164, so the choice of exponent moves the relative spread by about a tenth.

The mirror pair, beryllium in ytterbium, has the same $\gamma$ and the same relative path spread of 0.180, but a relative depth spread of 1.79. Energy loss per collision cannot account for this tenfold difference; deflection does. The moment equations were tested by following 8000 ions collision by collision in three dimensions, with losses below $0.05\gamma$ left out of both calculations. For $m=1/2$ the relative depth spreads from simulation and equations were 0.208 and 0.205 for Yb in Be, and 1.77 and 1.82 for Be in Yb.

## What the model leaves out

The pair was chosen for its small mass ratio. One omission is electronic stopping, estimated with a velocity-proportional law at 9.7% of nuclear stopping at the start. A simulation with a screened, Thomas–Fermi-type cross section gives a depth of 51.6 nm and a relative spread of 0.165 without electronic stopping, and 48.3 nm and 0.158 with it. A simple estimate shows why a smooth loss narrows the distribution. If it raises $S$ by a constant factor $1+r$ and leaves $W$ alone, $\sigma_R^2$ falls by $(1+r)^3$ and $R^2$ by $(1+r)^2$, so the relative spread falls by $\sqrt{1+r}$. With $r=0.097$, the value at the start, this is a fall of about 5%, similar in size to the simulated one. A closer comparison has no meaning, because $r$ changes as the ion slows and each simulated spread has a statistical uncertainty of about 1%. Fluctuations of the electronic loss itself are negligible: a free-electron upper estimate at the starting energy is about $1.5\times10^{-4}$ of the nuclear straggling. These simulations treat the softest collisions as continuous loss without deflection, and their absolute depths depend on the assumed screening: the universal (Ziegler–Biersack–Littmark) nuclear stopping law would lengthen the mean path by roughly 10–15%. They are estimates and not a substitute for measurement.

For the mirror pair at the same reduced energy (5.2 keV Be), electronic stopping is estimated at about 1.15 times nuclear stopping at the start. The same kind of simulation then gives a relative depth spread of about 1.4 in an infinite medium; keeping the deflections of the softest collisions, which matter for a light ion, raises this to nearly 1.5. Either value is about nine times that of Yb in Be. In a real target many of the beryllium ions would escape through the surface. The relative spread of those that remain would be much smaller than in the infinite medium, roughly 0.6, though still larger than that of Yb in Be.

At a fluence of $10^{15}$ cm$^{-2}$ a Gaussian profile with the 7.6 nm spread of the fuller simulation peaks near $5\times10^{20}$ cm$^{-3}$, or 0.4% Yb per Be atom, so the target remains nearly pure. An assumed sputtering yield of 3 atoms per ion would move the surface by 0.24 nm. These figures describe the profile before any anneal.

The model also assumes that the target atoms are placed at random. In crystalline beryllium a beam closely aligned with the $c$ axis can be steered between atomic rows by many small deflections. It then loses less energy in collisions and can penetrate deeper. The change in depth was not computed, and the narrow spread found here should not be assumed for that case.

## Numbers as computed

```
mass ratio M2/M1, Yb in Be: 0.0521
largest fractional loss gamma: 0.1882
largest single loss at start: 18.82 keV
largest single deflection: 2.99 deg
ion energy: 100 keV; Be density (rough): 1.85 g/cm3
atomic density of Be: 123.6 nm^-3
screening length: 0.01061 nm; reduced energy: 0.1302
relative spreads, simulation / moment equations, cutoff 0.05 gamma:
  Yb in Be, m=1/2: path 0.207 / 0.204, depth 0.208 / 0.205
  Yb in Be, m=1/3: path 0.178 / 0.175, depth 0.179 / 0.176
  equal masses, m=1/2: path 0.516 / 0.519, depth 0.600 / 0.600
  Be in Yb, m=1/2: path 0.207 / 0.204, depth 1.771 / 1.820
mass-ratio table, m=1/2, no cutoff (relative standard deviations):
  M2/M1=0.0100: gamma 0.0392, path 0.0811, depth 0.0812
  M2/M1=0.0521: gamma 0.1882, path 0.1799, depth 0.1807
  M2/M1=0.2000: gamma 0.5556, path 0.3194, depth 0.3254
  M2/M1=0.5000: gamma 0.8889, path 0.4170, depth 0.4424
  M2/M1=1.0000: gamma 1.0000, path 0.4472, depth 0.5249
  M2/M1=2.0000: gamma 0.8889, path 0.4170, depth 0.6397
  M2/M1=5.0000: gamma 0.5556, path 0.3194, depth 0.9324
  M2/M1=19.2022: gamma 0.1882, path 0.1799, depth 1.7917
Yb in Be, power-law model without cutoff:
  m=1/2: path 48.42 nm, depth 47.60 nm
    depth spread 8.60 nm, lateral spread 4.47 nm
    relative depth spread 0.1807, leading law 0.1771
  m=1/3: path 47.11 nm, depth 46.02 nm
    depth spread 7.55 nm, lateral spread 5.01 nm
    relative depth spread 0.1641, leading law 0.1584
reduced nuclear stopping at start: screened 0.389, m=1/2 law 0.327
electronic/nuclear stopping at start: Yb in Be 0.097, Be in Yb 1.154
simulation with screened cross section:
  Yb in Be, no electronic stopping: depth 51.6 nm, spread 8.5 nm, relative 0.165
  Yb in Be, with electronic stopping: depth 48.3 nm, spread 7.6 nm, relative 0.158
  Be in Yb, 5.21 keV, with electronic stopping: relative depth spread 1.39
largest loss to one free electron: 9.8 eV
electronic/nuclear straggling, upper estimate: 1.5e-04
axial channelling angle, c axis (rough): 4.2 deg
fluence 1e+15 cm^-2: Gaussian peak 5.24e+20 cm^-3, Yb per Be atom 0.0042
surface recession at assumed yield 3: 0.24 nm
```
